\section*{Bath, cluster and core orbitals of a Slater determinant, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The bath, the cluster and the core at the one-particle level}

\subsection{What symmetry fixes}

A Slater determinant of $N$ fermions in $L$ orthonormal orbitals is specified by an $N$-dimensional subspace $\mathcal{O}$ of the one-particle space $\mathbb{C}^L$, the span of its occupied orbitals. A fragment is specified by a second subspace $\mathcal{F}$ of dimension $n_F$, and its orthogonal complement $\mathcal{E}$, of dimension $n_E=L-n_F$, is the environment. Nothing physical depends on the bases chosen inside $\mathcal{F}$, $\mathcal{E}$ and $\mathcal{O}$, so any statement about how the fragment is tied to its environment must be invariant under $U(n_F)\times U(n_E)$ and under $U(N)$.

The object invariant under $U(N)$ is the projector $\gamma$ on $\mathcal{O}$, which is the one-particle density matrix. Its block $B$ that maps $\mathcal{F}$ into $\mathcal{E}$ is an $n_E\times n_F$ matrix and changes as $B\to W_E^\dagger B\,W_F$ under basis changes $W_F$ and $W_E$. The invariants of a matrix under independent left and right unitary factors are its singular values, and a matrix with $n_F$ columns has at most $n_F$ nonzero ones. The fragment can therefore reach, through $\gamma$, at most $n_F$ directions in the environment, however large $n_E$ is. The same count can be made from the occupied side. Taking the fragment part of an occupied orbital is a linear map from an $N$-dimensional space to an $n_F$-dimensional one, its kernel has dimension at least $N-n_F$, and every orbital in the kernel is occupied and lies wholly in the environment.

Two discrete symmetries restrict the form further. Exchanging the names of $\mathcal{F}$ and $\mathcal{E}$ sends $B\to B^\dagger$ and leaves the singular values alone. Exchanging $\mathcal{O}$ with its complement sends $\gamma\to 1-\gamma$, $N\to L-N$ and $B\to -B$, which again leaves them alone, while every fragment occupation $\lambda$ goes to $1-\lambda$. Any bound on the number of bath orbitals in terms of these dimensions holds also with the dimensions exchanged, so the sharpest one must be symmetric under $n_F\leftrightarrow n_E$ and $N\leftrightarrow L-N$, and a relation between a singular value $s$ and an occupation $\lambda$ must be symmetric under $\lambda\leftrightarrow1-\lambda$. The smallest case shows the relation. For one electron in two orbitals, $\mathcal{O}$ is spanned by $(\cos\theta,\sin\theta)$, so $\lambda=\cos^2\theta$, the environment occupation is $\sin^2\theta=1-\lambda$, and $s^2=\cos^2\theta\sin^2\theta=\lambda(1-\lambda)$. The content of the general result is that every determinant is a collection of such two-orbital, one-electron problems, together with orbitals that are full or empty and belong to one side only.

\subsection{Conventions and idempotency}

The operators $c_p^\dagger$, $p=1,\dots,L$, create orthonormal orbitals, $\{c_p,c_q^\dagger\}=\delta_{pq}$, and the first $n_F$ of them span the fragment. A column vector $\phi$ defines $a_\phi^\dagger=\sum_p\phi_p c_p^\dagger$. The state is
\begin{equation}
|\Phi\rangle=a_1^\dagger a_2^\dagger\cdots a_N^\dagger|0\rangle,\qquad a_k^\dagger=\sum_p C_{pk}\,c_p^\dagger,\qquad C^\dagger C=1_N .
\label{eq:det}
\end{equation}
The labels $p$ are spin orbitals. For a restricted or unrestricted determinant with a spin-diagonal density matrix everything below holds for each spin separately, with $L$, $N$ and $n_F$ counted per spin.

The density matrix is defined as $\gamma_{pq}=\langle\Phi|c_q^\dagger c_p|\Phi\rangle$, with the indices in this order so that $\gamma$ acts on column vectors as an ordinary operator. To evaluate it, complete the $N$ columns of $C$ to a unitary $L\times L$ matrix. Inverting the unitary relation gives $c_p^\dagger=\sum_{k=1}^{L}C_{pk}^*a_k^\dagger$ and $c_p=\sum_{l=1}^{L}C_{pl}a_l$. In the state \eqref{eq:det}, $\langle a_k^\dagger a_l\rangle$ equals $\delta_{kl}$ for $k\le N$ and vanishes otherwise, so
\begin{equation}
\gamma_{pq}=\sum_{k,l}C_{qk}^*C_{pl}\langle a_k^\dagger a_l\rangle=\sum_{k\le N}C_{pk}C_{qk}^*=(CC^\dagger)_{pq},
\end{equation}
where $C$ again denotes the $L\times N$ matrix. For any two orbitals $\phi,\chi$ one has $\langle a_\chi^\dagger a_\phi\rangle=\sum_{pq}\chi_q\phi_p^*\gamma_{pq}=\phi^\dagger\gamma\chi$, so the occupation of a normalized orbital is $\phi^\dagger\gamma\phi$. From $C^\dagger C=1_N$,
\begin{equation}
\gamma^\dagger=\gamma,\qquad \gamma^2=C(C^\dagger C)C^\dagger=\gamma,\qquad \operatorname{tr}\gamma=\operatorname{tr}C^\dagger C=N .
\end{equation}

Orthonormality of the basis is an assumption that an implementation has to enforce. In a basis of atomic orbitals with overlap matrix $S$ the coefficients obey $C_{\rm AO}^\dagger S C_{\rm AO}=1_N$, and $P=C_{\rm AO}C_{\rm AO}^\dagger$ obeys $PSP=P$, which differs from $P^2=P$. L\"owdin orthogonalization, $C=S^{1/2}C_{\rm AO}$, gives $\gamma=S^{1/2}PS^{1/2}$ and $\gamma^2=S^{1/2}(PSP)S^{1/2}=\gamma$. Another orthogonalization defines in general another fragment subspace and other values of $\lambda$; the theorems hold for each choice.

\subsection{Block identities}

Write
\begin{equation}
\gamma=\begin{pmatrix}A&B^\dagger\\ B&D\end{pmatrix},
\end{equation}
with $A=A^\dagger$ of size $n_F\times n_F$, $D=D^\dagger$ of size $n_E\times n_E$ and $B$ of size $n_E\times n_F$. Block multiplication gives
\begin{equation}
\gamma^2=\begin{pmatrix}A^2+B^\dagger B& AB^\dagger+B^\dagger D\\ BA+DB& BB^\dagger+D^2\end{pmatrix},
\end{equation}
and equating this with $\gamma$ block by block yields three independent identities, the upper right block being the adjoint of the lower left one:
\begin{align}
B^\dagger B&=A(1-A), \label{eq:I1}\\
DB&=B(1-A), \label{eq:I2}\\
BB^\dagger&=D(1-D). \label{eq:I3}
\end{align}
Identity \eqref{eq:I1} fixes the singular values, \eqref{eq:I2} decouples the cluster from the rest, and \eqref{eq:I3} makes the rest pure.

\subsection{The bath and its dimension}

The singular value decomposition of $B$, with the zero singular values left out, is
\begin{equation}
B=U\Sigma V^\dagger,\qquad \Sigma=\operatorname{diag}(s_1,\dots,s_{n_b}),\quad s_i>0,\qquad U^\dagger U=V^\dagger V=1_{n_b},
\label{eq:svd}
\end{equation}
where $U$ is $n_E\times n_b$, $V$ is $n_F\times n_b$ and $n_b=\operatorname{rank}B$. The bath $\mathcal{B}$ is defined as the range of $B$, which is the span of the columns of $U$. The $n_b$ orthonormal columns of $V$ live in a space of dimension $n_F$ and those of $U$ in a space of dimension $n_E$, so
\begin{equation}
n_b\le\min(n_F,n_E).
\label{eq:bound1}
\end{equation}
This step uses only the shape of $B$ and holds for any state. The cluster is $\mathcal{F}\oplus\mathcal{B}$, and $\mathcal{R}$ denotes the orthogonal complement of $\mathcal{B}$ within $\mathcal{E}$, of dimension $n_E-n_b$.

Let $v_i$, $i=1,\dots,n_F$, be orthonormal eigenvectors of $A$ with eigenvalues $\lambda_i$. Taking matrix elements of \eqref{eq:I1},
\begin{equation}
(Bv_i)^\dagger(Bv_j)=v_i^\dagger A(1-A)v_j=\lambda_j(1-\lambda_j)\,\delta_{ij}.
\label{eq:gram}
\end{equation}
Three facts follow. The diagonal elements are squared norms, so $0\le\lambda_i\le1$. The numbers $\lambda_i(1-\lambda_i)$ are the eigenvalues of $B^\dagger B$, whose nonzero eigenvalues are by \eqref{eq:svd} the $s_i^2$, so
\begin{equation}
s_i^2=\lambda_i(1-\lambda_i),\qquad 0<s_i\le\tfrac12 .
\label{eq:s2}
\end{equation}
And $Bv_i=0$ exactly when $\lambda_i$ is $0$ or $1$. With $n_0$ and $n_1$ the numbers of eigenvalues of $A$ equal to $0$ and to $1$,
\begin{equation}
n_b=n_F-n_0-n_1 .
\label{eq:nb}
\end{equation}
Order the eigenvectors so that $0<\lambda_i<1$ for $i\le n_b$. By \eqref{eq:gram} the vectors
\begin{equation}
b_i=\frac{Bv_i}{s_i},\qquad i=1,\dots,n_b,
\label{eq:bi}
\end{equation}
are orthonormal, also when some $\lambda_i$ coincide. They span the range of $B$, since $B$ annihilates the remaining $v_i$, and $B=\sum_i s_i\,b_iv_i^\dagger$ is one valid decomposition of the form \eqref{eq:svd}. The phase of $b_i$ is tied to that of $v_i$ by \eqref{eq:bi}, which makes $b_i^\dagger Bv_i=s_i$ real and positive.

\subsection{Decoupling and purity of the rest}

Apply \eqref{eq:I2} to $v_i$ and divide by $s_i$:
\begin{equation}
Db_i=\frac{DBv_i}{s_i}=\frac{B(1-A)v_i}{s_i}=(1-\lambda_i)\,b_i .
\label{eq:Db}
\end{equation}
Each bath orbital is an eigenvector of the environment block, with the occupation complementary to that of its fragment partner. Now take any $y\in\mathcal{R}$. It has no density-matrix element with the fragment, since for any fragment vector $x$ the vector $Bx$ lies in $\mathcal{B}$ and $y^\dagger Bx=0$; equivalently $B^\dagger y=0$. It has none with the bath either, since \eqref{eq:Db} gives $y^\dagger Db_i=(1-\lambda_i)\,y^\dagger b_i=0$. Because $D$ is Hermitian, the adjoint statement $b_i^\dagger(Dy)=0$ says that $Dy$ lies in $\mathcal{R}$. So $\gamma$ is block diagonal,
\begin{equation}
\gamma=\gamma_{\rm cl}\oplus\gamma_{\mathcal R},
\end{equation}
with $\gamma_{\mathcal R}$ the restriction of $D$ to $\mathcal{R}$. The first vanishing is a matter of definition; the second is derived from idempotency and need not hold without it.

Apply \eqref{eq:I3} to $y\in\mathcal{R}$. The left side is $B(B^\dagger y)=0$, so
\begin{equation}
D^2y=Dy\quad\text{for all }y\in\mathcal{R},
\end{equation}
and $\gamma_{\mathcal R}$ is a projector with eigenvalues $0$ and $1$. Its eigenvectors with eigenvalue $1$ are the core orbitals, and those with eigenvalue $0$ are the empty environment orbitals. These occupations are sharp in the many-body sense. For a normalized orbital with number operator $\hat n=\hat n^2$ and mean $o=\langle\hat n\rangle$,
\begin{equation}
\|(\hat n-o)|\Phi\rangle\|^2=\langle\hat n^2\rangle-2o\langle\hat n\rangle+o^2=o(1-o),
\label{eq:sharp}
\end{equation}
which vanishes for $o=0$ or $1$, so $|\Phi\rangle$ is an eigenstate of $\hat n$ for every core and every empty orbital.

\subsection{Pair structure and electron count}

Denote by $f_i=(v_i,0)$ and, with the same letter as before, $b_i=(0,b_i)$ the corresponding vectors in $\mathbb{C}^L$. From $Bv_i=s_ib_i$ and $B^\dagger b_i=B^\dagger Bv_i/s_i=s_iv_i$,
\begin{equation}
\gamma f_i=\lambda_if_i+s_ib_i,\qquad \gamma b_i=s_if_i+(1-\lambda_i)b_i .
\end{equation}
The plane spanned by $f_i$ and $b_i$ is invariant, and in it $\gamma$ is
\begin{equation}
\gamma^{(i)}=\begin{pmatrix}\lambda_i&s_i\\ s_i&1-\lambda_i\end{pmatrix},\qquad \operatorname{tr}\gamma^{(i)}=1,\qquad \det\gamma^{(i)}=\lambda_i(1-\lambda_i)-s_i^2=0 .
\end{equation}
The two eigenvalues sum to $1$ and multiply to $0$, so they are $1$ and $0$. The eigenvectors are
\begin{equation}
o_i=\sqrt{\lambda_i}\,f_i+\sqrt{1-\lambda_i}\,b_i,\qquad w_i=\sqrt{1-\lambda_i}\,f_i-\sqrt{\lambda_i}\,b_i .
\label{eq:pair}
\end{equation}
For $o_i$ the $f_i$ component of $\gamma o_i$ is $\lambda\sqrt{\lambda}+s\sqrt{1-\lambda}=\sqrt{\lambda}\,[\lambda+(1-\lambda)]=\sqrt\lambda$, using $s=\sqrt{\lambda}\sqrt{1-\lambda}$, and the $b_i$ component is $s\sqrt\lambda+(1-\lambda)\sqrt{1-\lambda}=\sqrt{1-\lambda}$. The vector $w_i$ is orthogonal to $o_i$ in the plane and therefore carries the eigenvalue $0$. The relative plus sign in $o_i$ comes from the phase convention \eqref{eq:bi}.

A fragment eigenvector with $\lambda_j=1$ has $Bv_j=0$ and $\gamma f_j=f_j$, so it lies in $\mathcal{F}\cap\mathcal{O}$. Conversely, $\gamma(x,0)=(x,0)$ requires $Ax=x$. The same holds for $\lambda_j=0$ and the complement $\mathcal{O}^\perp$, so
\begin{equation}
n_1=\dim(\mathcal{F}\cap\mathcal{O}),\qquad n_0=\dim(\mathcal{F}\cap\mathcal{O}^\perp).
\end{equation}

The cluster consists of $n_b$ planes with one electron each, $n_1$ full and $n_0$ empty fragment orbitals. Its size and its electron number are
\begin{equation}
L_{\rm cl}=n_F+n_b=2n_b+n_0+n_1,\qquad N_{\rm cl}=\operatorname{tr}\gamma_{\rm cl}=n_b+n_1 .
\label{eq:count}
\end{equation}
The core holds the remaining electrons, and the rest of $\mathcal{R}$ is empty:
\begin{align}
N_{\rm core}&=N-n_b-n_1,\\
N_{\rm empty}&=n_E-n_b-N_{\rm core}=L-n_F-N+n_1=L-N-n_b-n_0,
\end{align}
where the last step uses \eqref{eq:nb}. Both numbers are non-negative, which gives $n_b+n_1\le N$ and $n_b+n_0\le L-N$. Together with \eqref{eq:bound1},
\begin{equation}
n_b\le\min(n_F,\;n_E,\;N,\;L-N),
\label{eq:bound}
\end{equation}
which has the two symmetries required at the start. It is an upper bound; spatial symmetry or locality can make $n_b$ smaller, down to $n_b=0$ for a fragment with $B=0$, whose own block is then idempotent by \eqref{eq:I1}.

For a Slater determinant, the fragment is tied to at most $\min(n_F,n_E,N,L-N)$ bath orbitals, and the cluster of fragment and bath holds $n_b+n_1$ electrons, decoupled in $\gamma$ from full core orbitals and empty ones. It remains to find when the cluster is half filled, to treat degenerate singular values and the implementation, to derive the many-body state and the cluster Hamiltonian, and to work through examples and the failure without idempotency.
